# A Damping Sum Condition for Passivity of the Factorised Phonon Permittivity, part 1

(Sections cited here and not found follow in the second part.)

## First half: the condition and its proof

### Definitions and conventions

The permittivity describes the linear response of a polar insulator, such as the oxide of a high-k gate stack, to a long-wavelength infrared field. The field lies along a direction in which the response is a scalar. Real fields are written as the real part of a complex amplitude times $e^{-i\omega t}$, with $\omega>0$. The relative permittivity $\varepsilon(\omega)$ connects the amplitudes through $D=\varepsilon_0\varepsilon(\omega)E$. The factorised four-parameter model with $n$ polar modes is

$$\varepsilon(\omega)=\varepsilon_\infty\prod_{j=1}^{n}\frac{\Omega_{Lj}^2-\omega^2-i\gamma_{Lj}\omega}{\Omega_{Tj}^2-\omega^2-i\gamma_{Tj}\omega}.\qquad(1)$$

Each mode carries four numbers: a transverse frequency $\Omega_{Tj}$ and damping $\gamma_{Tj}$, which fix a pole of $\varepsilon$, and a longitudinal frequency $\Omega_{Lj}$ and damping $\gamma_{Lj}$, which fix a zero. The pole is a free transverse oscillation. The zero is a free longitudinal one, because $\varepsilon=0$ allows an electric field with $D=0$.

The assumptions are these.

1. $\varepsilon_\infty$ is real and positive. It is the electronic permittivity, taken as constant.
2. All frequencies are real and positive, and all dampings are real and positive.
3. None of these parameters depends on $\omega$.

The model is called passive at $\omega$ if $\operatorname{Im}\varepsilon(\omega)\ge 0$. It is passive at high frequency if some $W$ exists such that this holds for every $\omega>W$. The central quantity is the excess of longitudinal over transverse damping,

$$A=\sum_j\gamma_{Lj}-\sum_j\gamma_{Tj}.\qquad(2)$$

**Theorem.** Under assumptions 1 to 3, if the model (1) is passive at high frequency, then $A\ge0$, that is,

$$\sum_j\gamma_{Lj}\ \ge\ \sum_j\gamma_{Tj}.$$

The condition is necessary. It does not by itself make the model passive, and it restricts the sums, not each mode separately. "High frequency" refers to the formula (1) continued upwards with constant parameters. How far a real crystal follows that continuation is a separate question, taken up in the second half.

### Why passivity is a sign condition

**Lemma 1.** A field $E(t)=E_0\cos\omega t$ does the work $\pi\varepsilon_0E_0^2\operatorname{Im}\varepsilon$ per unit volume in one period.

*Proof.* Write $\varepsilon=\varepsilon_1+i\varepsilon_2$. Since $e^{-i\omega t}=\cos\omega t-i\sin\omega t$,

$$D(t)=\varepsilon_0E_0\operatorname{Re}\left[(\varepsilon_1+i\varepsilon_2)e^{-i\omega t}\right]=\varepsilon_0E_0(\varepsilon_1\cos\omega t+\varepsilon_2\sin\omega t).$$

The work per unit volume is the integral of $E\,dD$:

$$\oint E\,dD=\varepsilon_0E_0^2\,\omega\int_0^{2\pi/\omega}\cos\omega t\,(-\varepsilon_1\sin\omega t+\varepsilon_2\cos\omega t)\,dt.$$

The product of sine and cosine integrates to zero over a period. The squared cosine integrates to $\pi/\omega$. What remains is $\pi\varepsilon_0E_0^2\varepsilon_2$. $\square$

A medium in equilibrium, with no pump, cannot deliver net work to the field cycle after cycle. Hence $\operatorname{Im}\varepsilon\ge0$ for $\omega>0$. A negative value would describe gain. With the opposite time factor, $e^{+i\omega t}$, the signs of the damping terms in (1) and of $\operatorname{Im}\varepsilon$ would both reverse, and the theorem would read the same.

The longitudinal loss function gives no separate condition, because

$$\operatorname{Im}\left(-\frac1\varepsilon\right)=\operatorname{Im}\left(-\frac{\varepsilon^*}{|\varepsilon|^2}\right)=\frac{\operatorname{Im}\varepsilon}{|\varepsilon|^2}$$

has the same sign as $\operatorname{Im}\varepsilon$ wherever $\varepsilon\neq0$.

### The expansion at high frequency

**Lemma 2.** As $\omega\to\infty$,

$$\operatorname{Im}\varepsilon(\omega)=\varepsilon_\infty\frac{A}{\omega}+O(\omega^{-3}).\qquad(3)$$

*Proof.* Divide the numerator and the denominator of each factor in (1) by $-\omega^2$. A numerator becomes

$$\frac{\Omega_L^2-\omega^2-i\gamma_L\omega}{-\omega^2}=1+\frac{i\gamma_L}{\omega}-\frac{\Omega_L^2}{\omega^2},$$

and a denominator has the same form with $T$ in place of $L$. Put $y=i/\omega$. Then $y^2=-1/\omega^2$, and the expression is $1+\gamma_Ly+\Omega_L^2y^2$. The model is therefore

$$\frac{\varepsilon}{\varepsilon_\infty}=\prod_j\frac{1+\gamma_{Lj}y+\Omega_{Lj}^2y^2}{1+\gamma_{Tj}y+\Omega_{Tj}^2y^2}.\qquad(4)$$

This is a rational function of $y$ with real coefficients. Its denominator equals 1 at $y=0$, so it has a convergent Taylor series for small $|y|$, and the coefficients of that series are real. Even powers of $y=i/\omega$ are real and odd powers are imaginary. The imaginary part of $\varepsilon$ thus contains odd powers of $1/\omega$ and no even ones.

The coefficient of $y$ follows from the first-order form of each ratio,

$$\frac{1+\gamma_Ly+\dots}{1+\gamma_Ty+\dots}=(1+\gamma_Ly)(1-\gamma_Ty)+O(y^2)=1+(\gamma_L-\gamma_T)y+O(y^2).$$

In a product of such ratios the first-order terms add, which gives $1+Ay+O(y^2)$. Since $Ay=iA/\omega$, the imaginary part starts with $A/\omega$, and the next odd power is $\omega^{-3}$. $\square$

### Proof of the theorem

Multiply (3) by $\omega/\varepsilon_\infty$, which is positive:

$$\lim_{\omega\to\infty}\frac{\omega\operatorname{Im}\varepsilon(\omega)}{\varepsilon_\infty}=A.$$

If the model is passive for every $\omega>W$, the left side is a limit of non-negative numbers and cannot be negative. Hence $A\ge0$. $\square$

The limit also gives a partial converse. If $A>0$, the expression is positive beyond some frequency, and the model is passive there. If $A=0$, the limit decides nothing and the next order is needed.

**Remark on the meaning.** Far above all modes the lattice can hardly follow the field, and $\varepsilon$ is close to the real number $\varepsilon_\infty$. Its small phase is the loss angle. Every longitudinal factor turns the phase forward by about $\gamma_L/\omega$, and every transverse factor turns it back by about $\gamma_T/\omega$. The mode frequencies drop out at this order. That is why the condition contains only dampings, and why only their sums matter. The pairing of a particular zero with a particular pole in (1) is a matter of labelling, since the product does not depend on it.

**Remark on causality.** The poles of (1) solve $\omega^2+i\gamma_T\omega-\Omega_T^2=0$. Their sum is $-i\gamma_T$ and, with $\gamma_T>0$, both lie in the lower half-plane: either they share the imaginary part $-\gamma_T/2$, or they are both on the negative imaginary axis because their product is $-\Omega_T^2$. The response is therefore causal whatever the sign of $A$. Causality does not protect a fit from negative absorption.

### The exact sign at every frequency

**Lemma 3.** For all $\omega>0$,

$$\operatorname{Im}\varepsilon=\frac{\varepsilon_\infty\,\omega\,N(\omega^2)}{\prod_j|T_j|^2},\qquad T_j=\Omega_{Tj}^2-\omega^2-i\gamma_{Tj}\omega,\qquad(5)$$

where $N$ is a real polynomial of degree at most $2n-1$ in $\omega^2$. Its coefficient of $(\omega^2)^{2n-1}$ is $A$, and

$$N(0)=\left(\prod_j\Omega_{Lj}^2\Omega_{Tj}^2\right)\left(\sum_j\frac{\gamma_{Tj}}{\Omega_{Tj}^2}-\sum_j\frac{\gamma_{Lj}}{\Omega_{Lj}^2}\right).\qquad(6)$$

*Proof.* Let $L_j$ denote the numerators in (1). Multiplying above and below by $\prod_jT_j^*$ gives

$$\varepsilon=\varepsilon_\infty\frac{\prod_jL_jT_j^*}{\prod_j|T_j|^2}.$$

The denominator is positive because $\gamma_{Tj}\omega>0$. The product in the numerator has $2n$ quadratic factors. Replacing $\omega$ by $-\omega$ turns each factor into its complex conjugate, so the imaginary part of the product is odd in $\omega$. It can be written $\omega N(\omega^2)$.

For the highest odd power, $\omega^{4n-1}$, take the linear term from one factor and $-\omega^2$ from each of the other $2n-1$. The latter give the sign $(-1)^{2n-1}=-1$. A linear term $-i\gamma_L\omega$ from $L_j$ contributes $+i\gamma_L$, and $+i\gamma_T\omega$ from $T_j^*$ contributes $-i\gamma_T$. The sum is $iA$.

For the lowest odd power, take the linear term from one factor and the squared mode frequency from each of the others. The term from $L_j$ gives $-i\gamma_{Lj}/\Omega_{Lj}^2$ times the product of all squared frequencies. The term from $T_j^*$ gives $+i\gamma_{Tj}/\Omega_{Tj}^2$ times the same product. This is (6). $\square$

Passivity at all positive frequencies is therefore equivalent to $N\ge0$ on the positive axis. The two ends of the axis supply two necessary conditions:

$$A\ge0,\qquad \sum_j\frac{\gamma_{Lj}}{\Omega_{Lj}^2}\le\sum_j\frac{\gamma_{Tj}}{\Omega_{Tj}^2}.\qquad(7)$$

If the first is violated, there is gain far above the modes; if the second is violated, there is gain far below them. Where equality holds, the next order decides the sign at that end. Large longitudinal dampings help the first and harm the second. If the second inequality is strict and $A<0$, then $N$ is positive at zero and negative at infinity. The absorption then changes sign at some finite frequency, and above the highest such crossing it stays negative.

**Corollary (one mode).** For $n=1$ the two conditions (7) are also sufficient.

*Proof.* The imaginary part of $LT^*$ is

$$\operatorname{Im}\left[(\Omega_L^2-\omega^2-i\gamma_L\omega)(\Omega_T^2-\omega^2+i\gamma_T\omega)\right]=\omega\left[\gamma_T(\Omega_L^2-\omega^2)-\gamma_L(\Omega_T^2-\omega^2)\right].$$

Collecting powers of $\omega^2$ gives

$$N(\omega^2)=(\gamma_L-\gamma_T)\,\omega^2+\gamma_T\Omega_L^2-\gamma_L\Omega_T^2.$$

A linear function is non-negative on the whole positive axis if and only if its slope and its value at zero are both non-negative. $\square$

The allowed range for one mode is thus $1\le\gamma_L/\gamma_T\le\Omega_L^2/\Omega_T^2$. If $\gamma_L<\gamma_T$ and $\Omega_L>\Omega_T$, the crossing lies at

$$\omega_*^2=\frac{\gamma_T\Omega_L^2-\gamma_L\Omega_T^2}{\gamma_T-\gamma_L}.$$

It moves to infinity as the two dampings approach each other. Rearranged, the formula reads $\omega_*^2=\Omega_L^2+\gamma_L(\Omega_L^2-\Omega_T^2)/(\gamma_T-\gamma_L)$. If $\gamma_T/\gamma_L-1$ is much smaller than $1-\Omega_T^2/\Omega_L^2$, the violation therefore appears far above $\Omega_L$, possibly outside the range of any data to which the model was fitted. A large deficit brings it close even for a strong mode: $\Omega_L=3\Omega_T$ and $\gamma_L=0.2\gamma_T$ give $\omega_*=1.11\,\Omega_L$. For a weak mode, with $\Omega_L$ close to $\Omega_T$, even a slight deficit in $\gamma_L$ can give gain just above the mode.

### Equal damping sums

When $A=0$ the next order in $1/\omega$ decides. It is obtained most easily from the logarithm of (4), because the logarithm turns the product into a sum. With $u=\gamma y+\Omega^2y^2$ and $\ln(1+u)=u-u^2/2+u^3/3-\dots$,

$$\ln(1+\gamma y+\Omega^2y^2)=\gamma y+\left(\Omega^2-\frac{\gamma^2}{2}\right)y^2-\left(\gamma\Omega^2-\frac{\gamma^3}{3}\right)y^3+O(y^4).$$

Here $u^2/2$ supplies $\gamma^2y^2/2+\gamma\Omega^2y^3$, and $u^3/3$ supplies $\gamma^3y^3/3$. Adding the longitudinal terms and subtracting the transverse ones gives

$$\ln\frac{\varepsilon}{\varepsilon_\infty}=Ay+By^2-Cy^3+O(y^4),\qquad(8)$$

$$B=\sum_j(\Omega_{Lj}^2-\Omega_{Tj}^2)-\frac12\sum_j(\gamma_{Lj}^2-\gamma_{Tj}^2),$$

$$C=\sum_j\left(\gamma_{Lj}\Omega_{Lj}^2-\frac{\gamma_{Lj}^3}{3}\right)-\sum_j\left(\gamma_{Tj}\Omega_{Tj}^2-\frac{\gamma_{Tj}^3}{3}\right).$$

Exponentiating (8), the coefficient of $y^2$ is $B+A^2/2$, and that of $y^3$ is $-C+AB+A^3/6$. Since $y^3=-i/\omega^3$,

$$\frac{\operatorname{Im}\varepsilon}{\varepsilon_\infty}=\frac A\omega+\frac{C-AB-A^3/6}{\omega^3}+O(\omega^{-5}).\qquad(9)$$

For $A=0$ this reduces to $\operatorname{Im}\varepsilon\simeq\varepsilon_\infty C/\omega^3$. High-frequency passivity then requires $C\ge0$ as well. For one mode with $\gamma_L=\gamma_T=\gamma$ the cubic terms cancel and $C=\gamma(\Omega_L^2-\Omega_T^2)$, which is positive when $\Omega_L>\Omega_T$. With several modes $C$ can be negative, if most of the longitudinal damping sits on a low-frequency mode.

## Second half: origin, meaning and a gate-oxide example

### Symbols and results carried over

The model is (1), with time factor $e^{-i\omega t}$, constant real parameters, and subscripts $L$ and $T$ for longitudinal and transverse. The damping excess is $A=\sum\gamma_L-\sum\gamma_T$, and passivity at high frequency requires $A\ge0$. At large $\omega$,

$$\frac{\varepsilon}{\varepsilon_\infty}=1+\frac{iA}{\omega}-\frac{B+A^2/2}{\omega^2}+O(\omega^{-3}),\qquad(10)$$

with $B$ as defined below (8). If $A=0$, then $\operatorname{Im}\varepsilon\simeq\varepsilon_\infty C/\omega^3$ and $C\ge0$ is also needed. Low-frequency passivity requires $\sum\gamma_L/\Omega_L^2\le\sum\gamma_T/\Omega_T^2$.

### A lattice with constant friction gives equality

First-principles calculations in the harmonic approximation supply force constants, effective charges and $\varepsilon_\infty$, but no damping. Suppose that friction with a constant matrix is added.

High-frequency passivity of the model (1) with constant parameters requires $A\ge0$, a necessary condition that does not by itself make the model passive at every frequency. It remains to show what constant lattice friction implies for the damping sums, what a positive excess means, and how the conditions work in a gate-oxide example.
